Why Ionic Polarization Uses the Valence Charge: Core Wannier Centres

**Definitions and conventions**

Hartree atomic units are used and the electron has charge −1. The system is a spin-paired insulator in a mean-field description, so each occupied band holds two electrons per cell. Nucleus s has charge Z_s and position R_s. Derivations are written for a one-dimensional lattice of period L. In three dimensions they apply along each reciprocal lattice direction.

A Bloch state is ψ_k(x) = e^{ikx} u_k(x), with u_k of period L and normalized over one cell, and with phases chosen smooth and periodic in k, ψ_{k+2π/L} = ψ_k. The Wannier function and its centre are

w(x) = (L/2π) ∫dk e^{ikx} u_k(x),  r = ⟨w|x|w⟩,

with k running over one zone. The functions w_n(x − mL) of the occupied bands n are a unitary transform of the Bloch states, so they carry the same density. The crystal is then an array of neutral units, and the polarization is defined from the dipole p of one unit:

p = Σ_s Z_s R_s − 2 Σ_n r_n,  P = p/(cell size).   (1)

The full nuclear charge and all occupied bands appear here.

**The electronic term and its gauge freedom**

Since x e^{ikx} = −i∂_k e^{ikx}, integration by parts in k gives

x w = (L/2π) ∫dk e^{ikx} i∂_k u_k.

The boundary term vanishes because ψ_k is periodic in k. Multiply by w* and split the x integral into cells. The u factors are periodic, so the cells contribute Σ_m e^{i(k−k′)mL} = (2π/L) δ(k − k′), which removes one k integral and one factor L/2π:

r = (L/2π) ∫dk i⟨u_k|∂_k u_k⟩.   (2)

Normalization makes ⟨u|∂_k u⟩ imaginary. On a mesh of step b, ⟨u_k|u_{k+b}⟩ = 1 + b⟨u|∂_k u⟩ + …, so −Im ln of the overlap is b·i⟨u|∂_k u⟩ to leading order, and

r ≈ −(L/2π) Im ln Π_k ⟨u_k|u_{k+b}⟩.   (3)

Reversing b about the midpoint of a link conjugates the overlap, so the phase is odd in b. Its error is of order b³ per link, and of order b² after summing over the links, whose number grows as 1/b.

The occupied states may be mixed by any smooth periodic unitary matrix, u_n → Σ_m u_m U_mn(k). With A_mn = i⟨u_m|∂_k u_n⟩, the product rule gives A → U†AU + iU†∂_kU. The trace of the first term is tr A by cyclicity. The trace of the second is i∂_k ln det U = dθ/dk, where det U = e^{−iθ(k)}. Periodicity forces θ to change by 2πm across the zone, with m an integer, so

Σ_n r_n → Σ_n r_n + mL.

The sum of centres is fixed modulo L, which corresponds to assigning a Wannier function to another cell. Single centres have no such protection. A gauge-independent statement about the core must therefore concern the sum of its centres.

**The frozen core**

Three assumptions define it. (a) The core orbitals of atom s are free-ion orbitals φ(r − R_s) with φ = R_nl(r) Y_lm, in full shells holding N_s electrons, carried unchanged with the nucleus. (b) Core orbitals on different sites do not overlap. (c) The valence states are orthogonal to the core.

By (c) the occupied space at each k is the orthogonal sum of a core part and a valence part. A gauge may be chosen that does not mix them, and then

Σ_n r_n = Σ_core r_n + Σ_val r_n.

The valence centres belong to the true valence functions, with their nodes in the core region. A method such as PAW, which works with smoothed functions, must restore the difference inside the core region when it evaluates them.

The core bands are spanned by the Bloch sums ψ_k(x) = Σ_m e^{ikmL} φ(x − R − mL). Their norm over one cell is Σ_m e^{ikmL} ∫φ*(x − R) φ(x − R − mL) dx over all x. By (b) the terms with m ≠ 0 vanish and the norm is 1; orthogonality between different orbitals follows in the same way. The sums are periodic in k, so they form an allowed gauge. Because (L/2π)∫dk e^{ikmL} = δ_{m0},

w(x) = φ(x − R).

The atomic orbital is itself a Wannier function. With ρ = r − R_s in three dimensions,

⟨φ|r|φ⟩ = R_s + ∫ρ |φ(ρ)|² d³ρ.

Under ρ → −ρ, Y_lm acquires (−1)^l, so |φ|² is even, the integrand is odd, and the integral is zero. Each centre in this gauge is R_s. Atom s has N_s/2 core orbitals, so 2Σ_core r_n = Σ_s N_s R_s, and this sum holds in every core gauge modulo lattice vectors. Equation (1) becomes

p = Σ_s (Z_s − N_s) R_s − 2 Σ_val r_n.   (4)

The valence charge Z_val = Z − N is what remains after the core electrons cancel part of the nuclear dipole.

The dipole needed parity alone. Full shells add sphericity. A rotation mixes the Y_lm of one l unitarily, so Σ_m|Y_lm|² takes the same value in every direction. Its integral over angles is 2l + 1, so the value is (2l + 1)/4π (Unsöld's theorem). The core then has no orientation to follow, and by Gauss's law nucleus plus core acts from outside as a point charge Z_val.

**Response to a displacement**

The Born charge is Z*_s = ∂p/∂R_s. Rigid motion means that a core centre on atom s has derivative 1 with respect to R_s and 0 with respect to other nuclei, so

Z*_s = Z_s − N_s − 2 ∂(Σ_val r_n)/∂R_s.   (5)

Translating all nuclei together translates every centre, so Σ_s ∂r_n/∂R_s = 1 for each n. With N_val valence electrons per cell, Σ_s Z*_s = Σ_s (Z_s − N_s) − N_val = 0 by neutrality. If the full Z were combined with valence centres alone, the same sum would be Σ_s N_s. The unit would be charged, and moving the origin by a would change p by −aΣ_s N_s.

**Single centres: the 2s2p shell**

Place the nucleus at the origin and take real orthogonal mixtures of one s and three real p orbitals, χ_n = a_n s + b_n·p, n = 1…4. Parity removes ⟨s|x_i|s⟩ and ⟨p_j|x_i|p_k⟩. For i ≠ j the integrand of ⟨s|x_i|p_j⟩ is odd in x_j. What remains is ⟨s|x_i|p_j⟩ = Dδ_ij. With s = R_s(r)/√(4π), p_z = R_p(r)√(3/4π) cos θ (here R_s(r), R_p(r) are radial functions) and ∫cos²θ dΩ = 4π/3,

D = (√3/4π)(4π/3) I = I/√3,  I = ∫R_s R_p r³ dr.

The two cross terms give the centre c_n = 2D a_n b_n. The columns of the orthogonal mixing matrix are orthonormal, so Σ_n a_n b_n = 0 and Σ_n c_n = 0, as the trace argument requires. Rows are normalized, |b_n|² = 1 − a_n², and the first column gives Σa_n² = 1. With y_n = a_n²,

Σ_n |c_n|² = 4D² Σ y_n(1 − y_n) = 4D² (1 − Σ y_n²).

Since Σ(y_n − 1/4)² = Σy_n² − 1/2 + 1/4 ≥ 0, we have Σy_n² ≥ 1/4, with equality at y_n = 1/4, so the maximum is 3D². The total spread is Σ⟨r²⟩_n − Σ|c_n|², and its first term is a trace, hence invariant. The most localized real set within this shell therefore has a_n = 1/2 and |b_n| = √3/2, so |c_n| = √3D/2 = I/2. Row orthogonality gives b_n·b_m = −1/4, a cosine of −(1/4)/(3/4) = −1/3: these are tetrahedral sp³ hybrids.

For free Cl⁻ in restricted Hartree–Fock (RHF), with the uncontracted cc-pVDZ basis plus two d shells of exponents 2 and 7 bohr⁻², quadrature of the 2s and 2p radial functions gives I = 0.415 bohr and D = 0.415/√3 = 0.240 bohr. Each hybrid lies 0.207 bohr from the nucleus and the spread falls by 3D² = 0.172 bohr². These displacements are far larger than the corrections below, yet they contribute zero to p.

**Overlapping cores**

When (b) fails, take an isolated pair of normalized real orbitals with overlap matrix 𝐒 and position matrix 𝐗. The functions φ𝐒^{−1/2} are orthonormal, so Σr = tr(𝐒^{−1/2}𝐗𝐒^{−1/2}) = tr(𝐒⁻¹𝐗). For off-diagonal overlap S, 𝐒⁻¹ has diagonal 1/(1 − S²) and off-diagonal −S/(1 − S²). With X_aa = R_a and X_bb = R_b,

Σr = (R_a + R_b − 2S X_ab)/(1 − S²).

Subtracting R_a + R_b = (R_a + R_b)(1 − S²)/(1 − S²), and writing X_ab = S x̄ with x̄ the centroid of the product φ_aφ_b (for S ≠ 0),

shift = S² (R_a + R_b − 2x̄)/(1 − S²).

The shift vanishes when x̄ is the midpoint. It is second order in the overlap as long as x̄ stays bounded, as it does for the Gaussians below. Orbitals with nodes can have S close to zero while X_ab stays finite. Then x̄ = X_ab/S is large, and the shift is approximately −2S X_ab, first order in S. For Gaussians exp(−α_a x²) and exp(−α_b(x − d)²), completing the square gives the product exp(−(α_a + α_b)(x − x̄)²) exp(−α_aα_b d²/(α_a + α_b)) with x̄ = α_b d/(α_a + α_b). With the normalization factors (2α/π)^{1/4},

S = [2√(α_aα_b)/(α_a + α_b)]^{1/2} exp(−α_aα_b d²/(α_a + α_b)).

The round values α_a = 2, α_b = 0.8 bohr⁻², d = 2.5 bohr give S = 0.0267 and x̄ = 2.0/2.8 = 0.714 bohr. The shift is 7.14×10⁻⁴ × (2.5 − 1.429)/(1 − 0.0007) ≈ 7.7×10⁻⁴ bohr, a dipole change of −1.5×10⁻³ e·bohr.

**Polarized cores**

When (a) fails, the surroundings add a potential ΔV to the free atom. With x measured from the nucleus and real eigenstates |n⟩, first-order theory gives |0′⟩ = |0⟩ + Σ_{n≠0} |n⟩⟨n|ΔV|0⟩/(E_0 − E_n). The zeroth-order centre is zero by parity, and the two equal cross terms give

δ = 2 Σ_{n≠0} ⟨0|x|n⟩⟨n|ΔV|0⟩/(E_0 − E_n).   (6)

For a uniform force f, ΔV = −fx and δ = α₁f, with α₁ = 2Σ_{n≠0}|⟨0|x|n⟩|²/(E_n − E_0). When |0⟩ is the lowest state, replacing every denominator by the smallest and using closure gives α₁ ≤ 2⟨x²⟩/(E_1 − E_0). A lowest state that is compact and far below the next level therefore polarizes little. For a wide orbital with a small gap the bound is weak and gives no assurance that freezing is safe. The bound as derived does not cover higher shells.

The core term of p changes by −2δ per orbital and that of Z* by −2∂δ/∂R. Part of δ need not survive in the total. If the admixed state v is itself occupied, |0′⟩ = |0⟩ + c|v⟩ is accompanied by |v′⟩ = |v⟩ − c|0⟩ to keep orthogonality. The centres move by +2c⟨0|x|v⟩ and −2c⟨0|x|v⟩, which cancel to first order. Such mixing is a change of gauge.

**A model crystal**

Independent electrons move in a lattice with L = 6 bohr and two Gaussian wells −V exp(−(x − R)²/2σ²) per cell: A with V = 8 Ha, σ = 0.5 bohr, R_A = 1.0 bohr, and B with V = 2.5 Ha, σ = 0.8 bohr, R_B = 3.4 bohr. The charges Z_A = 3 and Z_B = 1 are assigned labels that make the four-electron cell neutral. The Hamiltonian was diagonalized in 57 plane waves. Equation (3) was evaluated on 32 and 64 k points, and the combination (4r_64 − r_32)/3 removes the b² error. The core band is 3×10⁻⁶ Ha wide and lies 3.69 Ha below the valence band, which has a gap of 0.36 Ha above it.

The centres are r_core = 1.0116 and r_val = 2.0100 bohr, so δ = 0.0116 bohr, towards the nearer B well. The two forms of the dipole are

(1): 3(1.0) + 3.4 − 2(1.0116 + 2.0100) = 0.3568 e·bohr,
(4): 1(1.0) + 3.4 − 2(2.0100) = 0.3800 e·bohr,

or P = 0.0595 and 0.0633 e. The same all-electron valence band enters both lines, so they differ by −2δ = −0.0232 e·bohr, 6.5% of the first. The percentage belongs to this choice of unit only: p shifts by multiples of L = 6 e·bohr when a nucleus or centre is assigned to another cell and depends on the assigned charges, whereas −2δ does not. This difference is the shift of the core band, not the error of a frozen-core calculation. Most of it is core–valence mixing, which cancels in the total dipole. In the gauge whose core orbitals are closest to those of the free A well, the core centre moves by only 0.0024 bohr. If the free-well orbital is frozen on each A site and the valence band is solved in the space orthogonal to it, (4) gives p = 0.3657 e·bohr. The frozen-core error is then 0.0089 e·bohr, less than half of 2δ.

Equation (6), with the states of the free A well computed on a sinc grid of spacing 0.125 bohr and ΔV the B wells, gives 0.0107 bohr, 8% below the full δ. Scaling V_B by λ and taking dδ/dλ at λ = 0 from the Berry phase (λ = ±0.02) also gives 0.0107 bohr, so the remainder is of higher order in V_B.

Central differences with steps of ±0.005 bohr give ∂r_core/∂R_A = 1.0327 and ∂r_val/∂R_A = 0.1875. Then Z*_A = 3 − 2(1.0327 + 0.1875) = 0.560 e from (1) and 1 − 2(0.1875) = 0.625 e from (5), with Z*_B = −Z*_A in each form. The difference, −0.065 e, is 12% of the all-electron value, a ratio that depends on the assigned Z_A; differentiating (6) gives −0.058 e. This difference also contains core–valence mixing: with the core truly frozen, Z*_A = 0.579 e, only about 0.02 e above the all-electron value. Full Z with valence centres alone gives ΣZ* = 2 e, the number of core electrons.

Deepening A to 32 Ha lowers δ to 0.0014 bohr, a factor 8.4. A harmonic well has |⟨0|x|1⟩|² = 1/2ω and level spacing ω, so α₁ = 1/ω² = σ²/V, which predicts a factor 4 for a uniform force. The 8 Ha well has α₁ = 0.061 bohr²/Ha, twice its harmonic value 0.25/8 = 0.031. The 32 Ha well has α₁ = 0.0105 bohr²/Ha, closer to its harmonic value 0.0078, so α₁ falls by a factor 5.8 rather than 4. The mean force of the B wells on the narrower core orbital falls by a further factor 1.27. The remaining factor of 1.14 comes from the non-uniformity of that force and from higher orders in V_B.

**A true frozen core: HCl**

A molecule is the limit of one unit in a very large cell, where 2Σr_n is the first moment of the density. Cl is placed at z = 1.0 and H at z = 3.4 bohr, in RHF with the basis above and uncontracted cc-pVDZ on H. The 1s2s2p orbitals of free Cl⁻ are frozen; their centres lie on the nucleus to within 10⁻¹³ bohr. The four valence orbitals are made self-consistent in the space orthogonal to them, which enforces (c). With Z_val = 17 − 10 = 7,

p = 7(1.0) + 3.4 − 9.8588 = 0.5412 e·bohr = 1.376 D.

The form with Z = 17 and the full density, 17(1.0) + 3.4 − 10(1.0) − 9.8588, gives the same 0.5412 e·bohr. Relaxing all orbitals gives 0.5400 e·bohr = 1.373 D and lowers the energy by 0.00018 Ha. Freezing thus changes the dipole by 0.0012 e·bohr, 0.2% of the relaxed value, for the core relaxation that this basis allows. The dipole itself is not converged in the basis. With aug-cc-pVTZ on both atoms (uncontracted on Cl, plus d shells of exponents 3 and 9 bohr⁻²) the relaxed value falls by 0.076 to 0.4639 e·bohr = 1.179 D, the change on freezing is 0.0008 e·bohr, still about 0.2%, and the energy lowering is 0.00012 Ha. The small error belongs to a deep core, with the 2p level near −7.6 Ha, and does not carry over to shallow semicore shells.

Displacing Cl by ±0.01 bohr gives a derivative of 7.2248 e for the valence term, so ∂p/∂z_Cl = 7 − 7.2248 = −0.2248 e, against −0.2240 e relaxed, a difference of 0.4% of the relaxed value. In the larger basis the two values move by about 0.014 e, to −0.2386 and −0.2377 e, and the relative difference stays near 0.4%. The result is a small remainder of two terms near 7 e, so a fractional error in the valence term appears magnified about thirty times (7.22/0.225) in the result.

The five lowest canonical orbitals of the relaxed molecule have a centre sum shifted by 0.0014 bohr towards H, a core dipole of −2(0.00139) = −0.0028 e·bohr. This is more than twice the total change of −0.0012 e·bohr on relaxing, so the valence term changes by +0.0016 e·bohr in the opposite sense. Two effects contribute, and a change of gauge separates them. Project the frozen core orbitals onto the relaxed occupied space and orthonormalize them symmetrically. This gives the five occupied orbitals closest to the frozen core, with as little valence admixture as possible. Their centre sum is shifted by 0.0012 bohr, a core dipole of −0.0024 e·bohr. Core–valence mixing in the canonical orbitals, which cancels in the total as shown above, therefore accounts for only about 0.0004 of the +0.0016 e·bohr. The other 0.0012 e·bohr is the response of the valence electrons to the relaxation of the core, which offsets about half of the core dipole in this basis and about 60% in the larger one (0.0014 against −0.0021 e·bohr). The opposite sign is not general: in the model crystal of independent electrons the valence part of the change on relaxing (−0.0041 e·bohr) adds to the core part (−0.0048 e·bohr). The canonical core shift is therefore not a measure of the frozen-core error in this molecule. The gauge-independent measure is the difference of total dipoles.
